# Dimensional scaling of charge sloshing in bulk, sheet and wire metals, part 2

When the cell length $L$ of a self-consistent calculation on a metal is doubled, how far must the mixing parameter $\alpha$ be lowered? Hartree atomic units are used, and electrons are spin-paired. With $v$ the Coulomb kernel (positive on neutral densities), $\chi_0$ the independent-particle response and $\epsilon=1-\chi_0v$, the density error at step $j$ obeys
$$e_{j+1}=(1-\alpha\epsilon)\,e_j. \tag{2}$$
The eigenvalues $\lambda\ge1$ of $\epsilon$ require $\alpha<\alpha_c=2/\lambda_{\max}$. With $\lambda_{\min}=1$, the best mixing, its worst factor and the steps for a $10^{-6}$ reduction are
$$\alpha_{\rm opt}=\frac{2}{\lambda_{\max}+1},\quad r=\frac{\lambda_{\max}-1}{\lambda_{\max}+1},\quad N_{\rm it}=\frac{\ln10^{6}}{\ln(1/r)}\approx\frac{\lambda_{\max}}{2}\ln10^{6}. \tag{3}$$

The metal is jellium, extended in $d=3,2,1$ directions (bulk, sheet, wire). Wave vectors $\mathbf q$ lie along it, the smallest being $q_1=2\pi/L$, and $\mathbf k$ in (5) across it. Confinement in $\boldsymbol\rho$ is harmonic with spacing $\omega$. One subband $\phi_0$ is occupied; $\phi_0^2$ is a Gaussian of variance $\sigma^2=1/(2\omega)$ per direction. Without higher subbands, $\chi_0=\phi_0^2(\boldsymbol\rho)\chi_d(q)\phi_0^2(\boldsymbol\rho')$ and the mode $\phi_0^2e^{i\mathbf q\cdot\mathbf r}$ has
$$\lambda(q)=1-\chi_d(q)\,v_d(q), \tag{4}$$
$$v_d(q)=\int\!\frac{d^{3-d}k}{(2\pi)^{3-d}}\,\frac{4\pi\,e^{-k^2\sigma^2}}{q^2+k^2}. \tag{5}$$
$$v_3=\frac{4\pi}{q^2},\quad v_2=\frac{2\pi}{q}e^{q^2\sigma^2}\operatorname{erfc}(q\sigma),\quad v_1=e^{q^2\sigma^2}E_1(q^2\sigma^2). \tag{5a}$$
With Fermi occupations $f_{\mathbf k}$ and $\varepsilon_k=k^2/2$,
$$\chi_d(q)=2\!\int\!\frac{d^dk}{(2\pi)^d}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}=-4\,\mathrm P\!\int\!\frac{d^dk}{(2\pi)^d}\frac{f_{\mathbf k}}{q^2/2+\mathbf k\cdot\mathbf q}. \tag{6}$$
Let $D_d=-\chi_d(q\to0)=\partial n_d/\partial\mu$, and let $\langle\cdot\rangle$ be the thermal average over Fermi radii $k'$. At $q_1$, for $T\ll\mu$,
$$\lambda_3=\frac{D_3L^2}{\pi}+1-\frac{\langle1/k'\rangle}{3\pi}+O(L^{-2}). \tag{11}$$
$$\lambda_2=D_2L+1-4\sqrt\pi\,\sigma D_2+2\pi D_2\,q_1\sigma^2+O(L^{-2}). \tag{12}$$
$$\lambda_1=1+D_1\Big[2\ln\frac{L}{2\pi\sigma}-\gamma\Big]+O(L^{-2}\ln L). \tag{13}$$
These are $\lambda_{\max}$, for the wire at $T>0$ and large enough $L$. In the wire a mode at $2k_F$ competes, where $E_F=k_F^2/2$. The crossover temperature is
$$T^*=\frac{8e^\gamma E_F}{\pi}\exp\Big[-\frac{\pi k_F(\lambda_1-1)}{v_1(2k_F)}\Big]\propto L^{-4/v_1(2k_F)}, \tag{15}$$
above which the long wave is larger. In a closed-shell ring at $T=0$, with levels $k_j=2\pi j/L$, $|j|\le M$, doubly filled, both modes grow as $\ln L$, the long wave faster if $v_1(2k_F)<4$.

### Higher subbands

Transitions $0\to n$ add terms $-P_n\,\phi_0\phi_n(\boldsymbol\rho)\,\phi_0\phi_n(\boldsymbol\rho')$ to $\chi_0$, where $P_n>0$ is minus the second form of (6) with $q^2/2$ replaced by $\Delta_n=n\omega+q^2/2$. The gap keeps $P_n$ finite as $q\to0$. Because $AB$ and $BA$ share their nonzero eigenvalues, those of $-\chi_0v$ are those of $M_{nm}=\sqrt{P_n}V_{nm}\sqrt{P_m}$, with $P_0=-\chi_d$ and $V_{nm}$ given by (5) with $F_n^*F_m$ in place of the Gaussian. Writing $z=\sigma(a+a^\dagger)$ and normal ordering, $e^{ikz}=e^{-k^2\sigma^2/2}e^{ik\sigma a^\dagger}e^{ik\sigma a}$, so per direction
$$F_n(k)=\langle0|e^{ikz}|n\rangle=\frac{(ik\sigma)^n}{\sqrt{n!}}e^{-k^2\sigma^2/2}. \tag{18}$$
For $n\ge1$, $F_n(0)=0$: the transition density is neutral. Elements with odd $n+m$ vanish by parity, and those with $n+m\ge2$ carry $k^2$ or more, which cancels $1/k^2$ at $q=0$. So $V_{00}=v_d$ alone diverges. The dipole element tends to $2\sigma^2\int dk\,e^{-k^2\sigma^2}=2\sqrt\pi\sigma$ in the sheet and to $\sigma^2\int_0^\infty k\,e^{-k^2\sigma^2}dk=\frac12$ in the wire.

Keep a finite number of subbands and split $M$ into $a=M_{00}$, a column $b$ and a block $C$, the last two bounded as $q\to0$. The top eigenvalue $\Lambda$ satisfies $\Lambda\ge a$ by the variational principle. Eliminating the components $n\ge1$ gives $\Lambda-a=b^\dagger(\Lambda-C)^{-1}b$, so for $a>\|C\|$
$$0\le\Lambda-a\le\frac{|b|^2}{a-\|C\|}. \tag{19}$$
Since $v$ is positive, $C\ge0$, so also $\Lambda-a\ge|b|^2/\Lambda$; and $|b|$ tends to a nonzero limit, because the integrand of $V_{02}$, proportional to $k^2e^{-k^2\sigma^2}/(q^2+k^2)$ with $k^2$ in the numerator taken along one confined direction, has one sign. The shift of $\lambda_{\max}$ thus vanishes as $1/L$ in the sheet and as $1/\ln L$ in the wire. In the wire it therefore outlasts the remainder in (13), though not the terms written out.

### A local exchange-correlation kernel

With $v\to v+f_{xc}$ and $f_{xc}$ local, (4) gains $-\chi_d\bar f$, where $\bar f=f_{xc}(n)$ in the bulk and $\bar f=\int\phi_0^4f_{xc}\,d\boldsymbol\rho$ otherwise. This tends to the constant $D_d\bar f$, so the leading terms of (11)–(13) stay. For LDA exchange, $v_x=-(3n/\pi)^{1/3}$ and $n=k_F^3/3\pi^2$ give $f_x=-\frac13(3/\pi)^{1/3}(3\pi^2)^{2/3}/k_F^2=-\pi/k_F^2$. The kernel is then not positive where $|f_x|>v$, eigenvalues below 1 appear there, and $\lambda_{\min}=1$ in (3) must be replaced.

### What isolated means

Repeat the sheet with period $c$, or the wire on a square lattice of side $c$. All copies carry the same error, so the integral in (5) becomes a sum over reciprocal vectors $\mathbf g$ of spacing $2\pi/c$:
$$v_d^{(c)}(q)=\frac{4\pi}{c^{3-d}}\sum_{\mathbf g}\frac{e^{-g^2\sigma^2}}{q^2+g^2}=\frac{L^2}{\pi c^{3-d}}+O(1)\quad(q=q_1,\ c\text{ fixed}). \tag{20}$$
The $\mathbf g=0$ term gives the $L^2$; the others stay finite at $q=0$. With fixed vacuum the array responds to long waves along the metal as a bulk metal with density of states $D_d/c^{3-d}$ per volume.

In real space, the inverse transform of $4\pi/(q^2+k^2)$ is $(2\pi/q)e^{-q|z|}$ for a plane and $2K_0(q\rho)$ for a line. Off the source these obey $\nabla_\perp^2u=q^2u$, and smearing both ends, which is multiplication by $e^{-k^2\sigma^2}$ or the operator $e^{\sigma^2\nabla_\perp^2}$, multiplies them by $e^{q^2\sigma^2}$ when $c\gg\sigma$. Summing the images, a geometric series for the sheet,
$$v_2^{(c)}=v_2+\frac{2\pi}{q}\frac{2e^{q^2\sigma^2}}{e^{qc}-1},\qquad v_1^{(c)}=v_1+e^{q^2\sigma^2}\sum_{\mathbf R\neq0}2K_0(qR). \tag{21}$$
The image terms fall off as $e^{-qc}$ and are negligible only for $qc\gg1$. With $c=L$, $q_1c=2\pi$ is fixed: the sheet slope is multiplied by $1+2/(e^{2\pi}-1)$ and the wire gains a constant. The growth as $L$ in the sheet thus needs a truncated Coulomb interaction or vacuum that grows at least in proportion to $L$. In the wire the $\mathbf g=0$ term $L^2/(\pi c^2)$ must not outgrow $\ln L$, so $c$ may lag behind $L$ by at most a factor of order $\sqrt{\ln L}$; with $c\propto L$ the slope $2D_1$ is kept at any fixed $q_1c$. The slope in (12) and the constant in (13) need $q_1c\gg1$. Growth as a lower power of $L$ is not enough: with $c\propto\sqrt L$ the $\mathbf g=0$ term of (20) scales as $L^{3/2}$ for the sheet and as $L$ for the wire.

The logarithm does not rest on periodicity. For an open wire $0<x<L$ assume a local, charge-conserving response $\delta n=-D_1\mathcal P\,\delta V$, where $\mathcal P$ removes the mean; end oscillations and discrete levels are neglected. Let $w(x)$ be the smeared interaction whose transform is $v_1$; it tends to $1/|x|$ for $|x|\gg\sigma$, so $\int_0^yw\,dx\to\ln(y/\sigma)+c_0$. With $s=x/L$,
$$\int_0^L\!w\,n'dx'\to\Big[2\ln\frac L\sigma+2c_0+\ln s(1-s)\Big]n+\int_0^1\!\frac{n'-n}{|s-s'|}ds'. \tag{22}$$
Apart from $2\ln(L/\sigma)$ times the identity, the operator is independent of $L$ as $\sigma/L\to0$. It is bounded above, since $\ln s(1-s)<0$ and the last term has the quadratic form $-\frac12\iint(n-n')^2/|s-s'|$. So $\lambda_{\max}=2D_1\ln L+\text{const}$, with the slope of (13) and another constant.

### Worked example

Take round model parameters $k_F=0.5$ bohr$^{-1}$ (fixing the density in each dimension), $\sigma=1$ bohr, $T=0.01$ Ha. Then $E_F=0.125$ Ha lies below $\omega=0.5$ Ha, and $D_3=0.05039$, $D_2=0.31831$, $D_1=1.2805$ in Ha$^{-1}$bohr$^{-d}$. At $L=50$ bohr, (4) gives

- bulk: $1+0.05012\times795.77=40.88$, $\alpha_c=2/40.88=0.0489$;
- sheet: $1+0.31831\times43.631=14.89$, $\alpha_c=0.134$;
- wire: $1+1.28755\times3.6439=5.69$, $\alpha_c=0.351$.

The numerical check builds the nonlinear self-consistent map for densities that vary along one extended direction, with the other motion integrated out and the kernels (5a) tested separately by real-space quadrature, and differentiates it. At $L=50$ bohr the ten largest eigenvalues of the Jacobian of this map agree with (4), the largest belonging to $q_1$ in all three cases; the minimum, 1.0000, is the uniform mode, to which the fixed-number output does not respond. Mixing at $0.95\alpha_c$ and $1.05\alpha_c$ multiplies the lowest mode by $-0.90$ and $-1.10$ per step, as (2) requires, and at $\alpha_{\rm opt}$ by $-r$, in the bulk $-39.88/41.88=-0.952$.

At $L=400$ bohr (21.2 nm) the leading and constant terms give $0.016039\times400^2+0.785=2567$, $0.31831\times400-1.257=126.07$ and $2.5611\ln400-4.446=10.90$. The map gives 2567, 126.10 and 10.90. The sheet's gap of 0.031 is the third term of (12), $2\pi\times0.31831\times2\pi/400=0.031$. At $L=50$ bohr these truncated laws lie below the computed eigenvalue by 1.5% of it for the sheet (14.66) and 2.1% for the wire (5.57).

| $L$ (bohr) | $N_{\rm it}$ bulk | sheet | wire |
|---|---|---|---|
| 50 | 282 | 103 | 39 |
| 100 | 1113 | 212 | 51 |
| 200 | 4437 | 431 | 63 |
| 400 | 17732 | 871 | 75 |

From 200 to 400 bohr the exponents $\log_2[\lambda(400)/\lambda(200)]$ are 2.00 and 1.01. The wire's 0.255 is not a power: (13) gives the local value $2D_1/\lambda_1$, about $2.56/10$, which drifts down with $L$. Its gain per doubling is 1.767 against $2D_1\ln2=1.775$; the difference is the remainder of (13) falling from 0.012 to 0.004. The open wire gains 1.772 from 400 to 800 bohr, and at 400 bohr has 11.62 in the limit of a fine grid (11.72 with a grid step of 1 bohr) against 10.90 for the periodic one.

The $2k_F$ mode has $\lambda=1+0.5963\times2.569=2.53$, below 5.69. With $\lambda_1=5.664$ at $T=0$ and $L=50$ bohr, the exponent in (15) is $-\pi\times0.5\times4.664/0.5963=-12.29$ and $T^*=2.6\times10^{-6}$ Ha, about 0.8 K. Both numbers refer to $q=2k_F$ exactly. In the 50-bohr cell $2k_F/q_1=7.96$, and the nearest cell mode, $m=8$, has $\lambda\approx2.5$ at $T=0.01$ Ha and saturates near 3.2 as $T\to0$, so the crossover needs a cell commensurate with $2k_F$. In closed-shell rings of 131.9 and 508.9 bohr the long wave rises from 8.04 to 11.46 and the $2k_F$ mode from 2.90 to 3.41, in the order set by $v_1(2k_F)=0.60<4$.

Higher subbands, at $T=0$ with 9 transverse states for the sheet and 15 for the wire, have $\|C\|=0.57$ and $0.66$ at small $q$ (with 66 states the wire's value is 0.67 and its shifts below rise by less than $10^{-4}$). They raise $\lambda_{\max}$ by 0.0024 and 0.0012 in the sheet at 200 and 400 bohr, and by 0.026 and 0.021 in the wire: a halving and a slow fall, as (19) indicates. LDA exchange shifts the bulk value by $0.05012\times(-12.566)=-0.630$ at 50 bohr and by $-0.632$ at 100 bohr.

The images matter more than any of these. With $c=20$ bohr at $L=400$ bohr the sheet has $\lambda=816$ instead of 126 and the wire 167 instead of 10.9. The $\mathbf g=0$ term of (20) supplies $0.31831\times400^2/(20\pi)=811$ and $1.2806\times400^2/(400\pi)=163$, and the exponents are 1.97 and 1.89. At $L=50$ bohr, where $q_1c>1$, the same vacuum gives 17.7 and 6.6, less than 20% above the isolated values. With $c=L=400$ bohr the values are 126.57 and 10.91; the sheet's increase is $127.3\times2/(e^{2\pi}-1)=0.48$. At $L=100$ bohr, where $q_1c=1.26$, the layer $c=20$ bohr already gives 56.1 and 14.45 against 30.7 and 7.39. A vacuum layer therefore suffices only while $L\ll2\pi c$.

These numbers belong to jellium in a mean-field linearisation about the fixed point. They leave out the lattice, band structure, correlation and, in the wire, Luttinger-liquid physics. The long-wave argument used two inputs, $D_d>0$ and the Coulomb factor (5). With a gap at the Fermi level $D_d$ vanishes as $T\to0$, and (11)–(13) do not apply.

## Table of computed values

```
kF = 0.5 1/bohr, sigma = 1.0 bohr, T = 0.01 Ha, c = 20.0 bohr
EF = 0.1250 Ha, omega = 0.5000 Ha; L = 400 bohr = 21.17 nm
bulk: n = 0.004222 bohr^-3, mu = 0.124335 Ha, D = 0.05039 (T=0: 0.05066) 1/(Ha bohr^3)
sheet: n = 0.039789 bohr^-2, mu = 0.125000 Ha, D = 0.31831 (T=0: 0.31831) 1/(Ha bohr^2)
wire: n = 0.318310 bohr^-1, mu = 0.125674 Ha, D = 1.28053 (T=0: 1.27324) 1/(Ha bohr^1)
law bulk : 0.016039 L^2 + 0.7854 (L in bohr); <1/k> = 2.0227 bohr
law sheet: 0.31831 L + (-1.2567); law wire: 2.5611 ln L + (-4.4461)
bulk L=50: Jacobian max 40.8814, min 1.0000; mode factor at 0.95ac, 1.05ac, aopt: -0.9000, -1.1000, -0.9522
sheet L=50: Jacobian max 14.8881, min 1.0000; mode factor at 0.95ac, 1.05ac, aopt: -0.9000, -1.1000, -0.8741
wire L=50: Jacobian max 5.6917, min 1.0000; mode factor at 0.95ac, 1.05ac, aopt: -0.9000, -1.1000, -0.7011
bulk L=50: v=795.7747 a.u., chi=-0.05012 a.u., lam=40.881, law=40.882, ac=0.04892, iters=282
bulk L=100: v=3183.0989 a.u., chi=-0.05032 a.u., lam=161.172, law=161.172, ac=0.01241, iters=1113
bulk L=200: v=12732.3954 a.u., chi=-0.05037 a.u., lam=642.333, law=642.333, ac=0.00311, iters=4437
bulk L=400: v=50929.5818 a.u., chi=-0.05038 a.u., lam=2566.976, law=2566.976, ac=0.00078, iters=17732
sheet L=50: v=43.6309 a.u., chi=-0.31831 a.u., lam=14.888, law=14.659, ac=0.13434, iters=103
sheet L=100: v=93.2871 a.u., chi=-0.31831 a.u., lam=30.694, law=30.574, ac=0.06516, iters=212
sheet L=200: v=193.1030 a.u., chi=-0.31831 a.u., lam=62.466, law=62.405, ac=0.03202, iters=431
sheet L=400: v=393.0077 a.u., chi=-0.31831 a.u., lam=126.098, law=126.067, ac=0.01586, iters=871
wire L=50: v=3.6439 a.u., chi=-1.28755 a.u., lam=5.692, law=5.573, ac=0.35139, iters=39
wire L=100: v=4.9809 a.u., chi=-1.28227 a.u., lam=7.387, law=7.348, ac=0.27075, iters=51
wire L=200: v=6.3509 a.u., chi=-1.28097 a.u., lam=9.135, law=9.123, ac=0.21893, iters=63
wire L=400: v=7.7321 a.u., chi=-1.28064 a.u., lam=10.902, law=10.898, ac=0.18345, iters=75
exponent 200->400: bulk 1.9987, sheet 1.0134, wire 0.2551
wire gain 200->400: 1.7667; 2 D1 ln2 = 1.7752
fx = -12.5664 Ha bohr^3; exchange shift of lam: L=50 -0.6298, L=100 -0.6323
wire: v(2kF) = 0.5963 a.u., chi(2kF,T) = -2.5690 a.u., lam(2kF,T) = 2.5320
wire L=50: lam(T=0) = 5.6642, T* = 2.618e-06 Ha = 0.83 K
ring M=10, L=131.9 bohr: chi(q1)=-1.2732, lam=8.037; chi(2kF)=-3.1883, lam=2.901
ring M=40, L=508.9 bohr: chi(q1)=-1.2732, lam=11.457; chi(2kF)=-4.0476, lam=3.414
sheet subbands: dipole V(q->0) = 3.5443 a.u., inter-subband norm = 0.5728
sheet subbands: shift of lam at L=50,200,400: 0.00754, 0.00235, 0.00122
wire subbands: dipole V(q->0) = 0.5000 a.u., inter-subband norm = 0.6642
wire subbands: shift of lam at L=50,200,400: 0.04101, 0.02600, 0.02148
sheet images c=20: lam(L=50..400) = 17.74, 56.12, 208.21, 816.17; exponent 1.971
sheet images c=L: lam(200) = 62.705, lam(400) = 126.574
wire images c=20: lam(L=50..400) = 6.62, 14.45, 45.08, 167.37; exponent 1.893
wire images c=L: lam(200) = 9.145, lam(400) = 10.912
open wire: lam(200,400,800) = 9.955, 11.721, 13.493; gain 400->800 1.7720
```
